# Peak frequency and wavelength of Debye phonons at 1 K

## Problem

A large isotropic solid is in thermal equilibrium at $T=1$ K. Model its three acoustic branches, one longitudinal and two transverse, by linear dispersion with one common sound speed $v=5000$ m/s. This is a simplification: in a real isotropic solid the longitudinal waves are faster than the transverse ones. Let $u_f\,df$ be the thermal energy per unit volume carried by phonons with ordinary frequency between $f$ and $f+df$. Zero-point energy is left out, and the Debye cutoff lies far above the frequencies that matter at 1 K.

Show that $u_f$ has a single maximum near 59 GHz, and that a phonon of this frequency has a wavelength near 85 nm.

## Hints

1. Put the solid in a cube with periodic boundary conditions. The allowed waves are then labelled by three integers, and counting modes becomes counting points inside a sphere.
2. Each mode is a harmonic oscillator. Find its mean energy above the ground state from the Boltzmann weights of its levels.
3. Write the product of the two results in terms of $x=hf/(k_BT)$. It is easier to differentiate the logarithm than the function itself.
4. The condition for the maximum cannot be solved with elementary functions. Establish first how many positive roots it has, then find the root by repeated substitution.
5. Convert the peak frequency to a wavelength with $\lambda=v/f$. Ask afterwards whether this is also where the energy per unit wavelength is largest.

## Solution

### Counting the modes

In a cube of side $L$ with periodic boundary conditions, a plane wave must repeat after a distance $L$ along each axis. Its wave vector is therefore $\mathbf k=2\pi\mathbf n/L$, where $\mathbf n$ is a triple of integers. Linear dispersion means $2\pi f=v|\mathbf k|$, so
$$f=\frac{v|\mathbf n|}{L}.$$

The modes of one branch with frequency below $f$ are the integer points inside a sphere of radius $Lf/v$. Each point occupies unit volume, so for a large radius their number is
$$N(f)=\frac{4\pi}{3}\left(\frac{Lf}{v}\right)^3 .$$

Differentiating with respect to $f$ and dividing by the volume $L^3$ gives $4\pi f^2/v^3$ modes per unit volume and frequency. The three branches together give
$$D(f)=\frac{12\pi f^2}{v^3}.$$

The large-radius condition has a physical meaning. Since $Lf/v=L/\lambda$, the solid must be many wavelengths across in every direction. A film whose thickness is comparable with the phonon wavelength does not satisfy it, and its phonons are not three-dimensional in the sense used here.

### Mean thermal energy of a mode

An oscillator of frequency $f$ has levels $mhf$ above its ground state, with $m=0,1,2,\dots$ and Boltzmann weights $e^{-mx}$, where $x=hf/(k_BT)$. The sum of the weights is a geometric series,
$$Z=\sum_{m=0}^{\infty}e^{-mx}=\frac{1}{1-e^{-x}} .$$

Differentiating $\ln Z$ with respect to $x$ brings down a factor $-m$ in each term, so the mean level number is
$$\langle m\rangle=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1}.$$

The mean thermal energy is $hf\langle m\rangle$. Multiplying it by $D(f)$ gives the spectrum:
$$u_f=\frac{12\pi h}{v^3}\,\frac{f^3}{e^{x}-1}.$$

Its two limits show why there is a peak. For $x\ll1$ we have $e^x-1\approx x$, so each mode holds about $k_BT$ and $u_f\approx12\pi k_BTf^2/v^3$. The spectrum rises because the number of modes rises. For $x\gg1$ the factor $e^{-x}$ wins: there are many modes, but they are hardly excited.

### Position of the maximum

At fixed temperature $f$ is proportional to $x$, so we maximise $x^3/(e^x-1)$. The derivative of its logarithm is
$$\frac{3}{x}-\frac{e^x}{e^x-1}=\frac{3}{x}-\frac{1}{1-e^{-x}}=\frac{g(x)}{x(1-e^{-x})},\qquad g(x)=3(1-e^{-x})-x .$$

For $x>0$ the denominator is positive, so the slope of the spectrum has the sign of $g$. Now $g(0)=0$ and $g'(x)=3e^{-x}-1$. The function $g$ therefore rises from zero until $x=\ln3$ and falls from then on, tending to $-\infty$. It crosses zero once at positive $x$, from positive to negative. The spectrum has a single maximum there, at the root of
$$x=3(1-e^{-x}).$$

To find the root, start with $x=3$ and insert it on the right again and again. The right-hand side has slope $3e^{-x}$, which at the root $x_*$ equals $3-x_*$, about 0.18. Each substitution near the root thus reduces the error to less than a fifth, and the sequence settles at
$$x_*=2.8214 .$$

The root also has a closed form. Rewrite the condition as $x-3=-3e^{-x}$ and multiply by $e^{x-3}$:
$$(x-3)e^{x-3}=-3e^{-3}.$$
The Lambert function $W$ is defined by $We^W=y$, so $x-3=W(-3e^{-3})$. There are two real branches. One gives $x-3=-3$, the unwanted solution $x=0$. Since $g(2)=1-3e^{-2}$ is positive, the root we want lies above 2, so $x-3>-1$. This selects the principal branch, and $x_*=3+W_0(-3e^{-3})$.

### Numbers

At 1 K the thermal frequency is $k_BT/h=20.837$ GHz. Hence
$$f_*=x_*\frac{k_BT}{h}=2.8214\times20.837\ \text{GHz}=58.79\ \text{GHz},$$
$$\lambda_*=\frac{v}{f_*}=\frac{5000\ \text{m/s}}{58.79\times10^{9}\ \text{s}^{-1}}=85.05\ \text{nm}.$$

These are the 59 GHz and 85 nm of the problem. The phonon energy $hf_*$ is 0.243 meV. The sound speed has dropped out of the peak frequency; of the two results, only the wavelength depends on it. At fixed $v$, the frequency grows in proportion to $T$ and the wavelength shrinks as $1/T$.

The mean occupation at the peak is $1/(e^{x_*}-1)=0.0633$. A given mode at the peak frequency is thus in its ground state most of the time, and the peak is made by a large number of weakly excited modes. Its height follows from $f_*/v=1/\lambda_*$:
$$u_f(f_*)=\frac{12\pi h}{\lambda_*^3}\times0.0633=2.57\ \text{mJ/m}^3\ \text{per GHz}.$$

The spectrum falls to half this height at 24 GHz and at 113 GHz. Its full width, 89 GHz, exceeds the peak frequency itself. The 59 GHz mark the scale of a broad distribution, and a calculation that gives every phonon this one frequency replaces a wide range by a point.

### Total energy and a direct count

The total follows by integrating over $f=xk_BT/h$:
$$u=\frac{12\pi h}{v^3}\left(\frac{k_BT}{h}\right)^4\int_0^\infty\frac{x^3\,dx}{e^x-1}.$$
Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and using $\int_0^\infty x^3e^{-mx}dx=6/m^4$, the integral is $6\sum_{m\ge1} m^{-4}=6\pi^4/90=\pi^4/15$. With $h=2\pi\hbar$,
$$u=\frac{4\pi^5(k_BT)^4}{5h^3v^3}=\frac{\pi^2(k_BT)^4}{10\hbar^3v^3}=0.2446\ \text{J/m}^3 .$$

The replacement of integer points by a smooth volume can be tested by keeping the points. For a periodic cube of side 12 µm, the mean energies of the modes of $2.1\times10^9$ integer triples were added one shell after another. Collected in frequency bins 4 GHz wide and smoothed, they peak at 58.81 GHz, and their total is 0.2446 J/m³. The peak agrees with the formula to well within a bin width.

### Where the statement fails

The first condition is that zero-point energy is left out. If it is kept, each mode has an additional $hf/2$, and the spectrum is proportional to
$$x^3\left(\frac12+\frac1{e^x-1}\right)=x^2\,(y\coth y),\qquad y=\frac x2 .$$
The derivative of $y\coth y$ is $(\sinh y\cosh y-y)/\sinh^2y$. It is positive because $\sinh y\cosh y=\tfrac12\sinh2y>y$. Both factors rise with frequency, so this spectrum has no peak below the cutoff.

The second condition concerns the cutoff frequency $f_D$, or the Debye temperature $\Theta_D=hf_D/k_B$. The spectrum ends at $x=\Theta_D/T$. If this is less than $x_*$, the spectrum is still rising when it ends, and its maximum sits at the cutoff. An interior peak requires
$$T<\frac{\Theta_D}{2.8214}.$$

The third condition is equilibrium. If phonons cross the sample without sharing their energy, for instance between a hot and a cold contact, one temperature need not describe their spectrum.

## Variation 1: energy per unit wavelength

**Question.** At which wavelength is the thermal energy per unit wavelength, $u_\lambda$, largest in the same solid?

**Solution.** The same energy is sorted into different intervals, so $u_\lambda\,d\lambda=u_f\,|df|$. From $f=v/\lambda$ we have $|df/d\lambda|=v/\lambda^2$, and
$$u_\lambda=\frac{12\pi h}{v^3}\,\frac{(v/\lambda)^3}{e^x-1}\,\frac{v}{\lambda^2}=\frac{12\pi hv}{\lambda^5(e^x-1)},\qquad x=\frac{hv}{\lambda k_BT}.$$

Since $1/\lambda$ is proportional to $x$, we maximise $x^5/(e^x-1)$. The earlier argument holds with 3 replaced by 5, and the condition is $x=5(1-e^{-x})$. Its positive root is 4.9651, so
$$\lambda=\frac{v}{4.9651\,k_BT/h}=\frac{5000\ \text{m/s}}{4.9651\times20.837\times10^9\ \text{s}^{-1}}=48.3\ \text{nm}.$$

The direct mode count, sorted into wavelength bins 3 nm wide, gives 48.2 nm.

The 85 nm of the problem and these 48 nm answer different questions. Equal steps in wavelength cover more frequency at short wavelengths, by the factor $v/\lambda^2$, and this moves the maximum to shorter waves. The two peak positions must not be paired: 58.79 GHz times 48.3 nm is about 2840 m/s, which is not the sound speed.

## Variation 2: bismuth, with unequal sound speeds

**Question.** Bismuth is a semimetal with slow sound and few charge carriers. Take rough typical values: a longitudinal speed of 2300 m/s, 1200 m/s for both transverse branches, and a density of 9.8 g/cm³. What remains of the 59 GHz and the 85 nm at 1 K?

**Solution.** Each branch $s$ contributes $4\pi f^2/v_s^3$ modes per unit volume and frequency. In $u_f$ the factor $3/v^3$ is therefore replaced by
$$S=\sum_s\frac1{v_s^3}=\frac1{v_L^3}+\frac2{v_T^3}.$$
This factor contains no frequency, so the peak stays at 58.79 GHz. The wavelengths at the peak are now
$$\frac{v_L}{f_*}=39.1\ \text{nm},\qquad \frac{v_T}{f_*}=20.4\ \text{nm}.$$

The branches share the energy in proportion to $1/v_s^3$. With speeds in km/s, the transverse part is
$$\frac{2/1.2^3}{1/2.3^3+2/1.2^3}=\frac{1.157}{0.082+1.157}=93\,\% .$$
The typical thermal wavelength is thus nearer 20 nm than 39 nm. The total thermal energy is 12.6 J/m³, about 50 times that of the 5000 m/s solid at the same temperature, because slow sound packs more modes below a given frequency.

**The model beside real bismuth.** The speed of 5000 m/s belongs to solids with a higher ratio of stiffness to density and is far too high for bismuth. With the rough speeds above, the neglected effects have the following sizes.

*Cutoff.* The Debye model allows three modes per atom. With $n=2.82\times10^{22}$ cm⁻³ atoms, $\tfrac{4\pi}{3}f_D^3S=3n$ gives
$$f_D=\left(\frac{9n}{4\pi S}\right)^{1/3}=2.54\ \text{THz},\qquad \Theta_D=122\ \text{K}.$$
The interior peak survives up to $122/2.82=43$ K in this model. Bismuth has two atoms per primitive cell, so half of these modes are optical. Counting the acoustic half alone divides the cutoff by $2^{1/3}$ and lowers the limit to about 34 K. Both limits assume that dispersion stays linear up to the cutoff, and that one cutoff frequency serves all branches, which gives each transverse branch more than one mode per cell. With exactly one mode per cell in each branch, the transverse limit is about 31 K. At 1 K either cutoff is remote.

*Dispersion.* Take $2\pi f=(2v_T/a)\sin(ka/2)$ with a cell length $a=0.414$ nm. With $s=\pi fa/v_T$ this gives $k=(2/a)\arcsin s$. For small $s$ the mode density, proportional to $k^2\,dk/df$, is multiplied by $(1+s^2/3)(1+s^2/2)\approx1+5s^2/6$. It grows slightly faster than $f^2$ and pushes the peak up, by 0.28 % for the transverse branches. The same law ends these branches at $v_T/(\pi a)=0.92$ THz, which corresponds to 44 K, and their mode density grows faster than $f^2$ all the way there. At $44/2.82=16$ K and above, the transverse spectrum therefore rises all the way to its end. Because of the extra growth in mode density, the interior peak is lost at a still lower temperature, near 7 K for this law, so the limits of the linear model are too high for these branches. These figures are estimates of size only. A sphere of radius $\pi/a$ holds just $\pi/6$ of the modes of a branch. Ending the law at the radius that holds one mode per cell shortens $a$ by the factor $(\pi/6)^{1/3}=0.81$. The end then moves to 1.15 THz (55 K), the loss of the peak to about 9 K, and the shift, which scales as $a^2$, to about 0.18 %. Used with the same form in every direction, the sine law also makes the mode density diverge at the end of a branch, which leaves the interior peak as a local maximum. This divergence belongs to the isotropic law; in a simple cubic lattice with the same law along each axis the mode density stays finite. At 1 K this peak lies far below the end, where the Boltzmann factor of about $e^{-44}$ makes the energy negligible.

*Surfaces.* For scalar waves that vanish on the walls of a cube of side $L$, the modes are positive integer triples within a radius $R=2Lf/v$. Unit cubes centred on these points leave out a layer of thickness ½ along three quarter-discs of area $\pi R^2/4$. The count is therefore $\pi R^3/6-3\pi R^2/8$, and the mode density is lowered by the fraction $3/(2R)=3v/(4Lf)$. For $L=1$ mm and transverse waves at the peak this is $1.5\times10^{-5}$. Free surfaces change the coefficient and can reverse its sign. Linear elasticity contains no length of its own, however, so the ratio of wavelength to size still sets the scale.

*Carriers.* Take $N=3\times10^{17}$ cm⁻³ electrons and as many holes, with rough Fermi energies $E_F$ of 30 and 10 meV. Since $k_BT$ is below 0.1 meV, both are degenerate. With density of states $g_F$ at the Fermi energy, the excitations above and below it hold
$$2g_F\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/k_BT}+1}=\frac{\pi^2}{6}g_F(k_BT)^2=\frac{\pi^2}{4}\frac{N(k_BT)^2}{E_F}$$
per band, to leading order at fixed density. The integral equals $\pi^2(k_BT)^2/12$, and parabolic bands have $g_F=3N/(2E_F)$. The two bands together hold 0.117 J/m³, or 0.9 % of the phonon energy. The electron band of real bismuth is not parabolic, so this figure gives only the order of magnitude.

*Anisotropy.* Of the effects estimated here, this one changes the wavelengths most. Rough extreme speeds of 900 and 2500 m/s correspond to 15 and 43 nm at the peak frequency, so the slowest waves are a quarter shorter than the 20.4 nm found above. The upper value is on the low side: published elastic constants put the fastest waves nearer 2700 m/s, or 46 nm. The peak frequency does not move as long as dispersion is linear in each direction: $k$ is then proportional to $f$ along every direction, and the number of modes below $f$ still grows as $f^3$.

Within this model, then, the 59 GHz carry over to bismuth, while the 85 nm do not. The values behind these figures are listed in the numerical output below.

## Table of computed values

```
STATED CASE
temperature: 1.0 K
sound speed, all branches: 5000 m/s
thermal frequency kB T/h: 20.837 GHz
root x of frequency peak: 2.82144
peak frequency: 58.79 GHz
phonon energy at peak: 0.2431 meV
wavelength at frequency peak: 85.05 nm
root x of wavelength-spectrum peak: 4.96511
peak of energy per unit wavelength: 48.33 nm
mean occupation at frequency peak: 0.0633
peak height: 2.570 mJ/m3 per GHz
total thermal energy density: 0.2446 J/m3
half-maximum frequencies: 24.1 and 112.8 GHz
CHECK BY COUNTING BOX MODES
side of periodic box: 12 um
integer triples summed: 2.145e+09
frequency peak from modes: 58.81 GHz
wavelength-spectrum peak from modes: 48.24 nm
total energy from modes: 0.2446 J/m3
BISMUTH, ROUGH INPUTS
longitudinal speed: 2300 m/s
transverse speed, two branches: 1200 m/s
mass density: 9.8 g/cm3
atom density: 2.824e+22 cm^-3
frequency peak from modes, unequal speeds: 58.81 GHz
longitudinal wavelength at peak: 39.1 nm
transverse wavelength at peak: 20.4 nm
transverse share of thermal energy: 93.4 %
phonon thermal energy density: 12.63 J/m3
NEGLECTED EFFECTS IN BISMUTH
Debye frequency: 2.54 THz
Debye temperature: 122 K
highest temperature with interior peak: 43 K
cell length for dispersion estimate: 0.414 nm
peak shift by dispersion, transverse: 0.28 %
crystal side: 1 mm
surface correction to mode density: 1.5e-05 (fraction)
rough slowest and fastest speeds: 900 and 2500 m/s
their wavelengths at peak: 15.3 and 42.5 nm
electron density, equal to hole density: 3e+17 cm^-3
Fermi energies, electrons and holes: 30 and 10 meV
carrier thermal energy density: 0.117 J/m3
carrier energy over phonon energy: 0.93 %
```
